# Does a bulkier ligand reduce metal uptake in atomic layer deposition?: a numerical check

```python
"""Metal uptake in a saturated atomic-layer-deposition pulse.

Result under test: N = theta / (r * a), where
  N      metal atoms per nm^2,   r  ligands retained per metal atom,
  a      footprint of one ligand in nm^2,
  theta  fraction of the surface covered by retained ligands.
One retained ligand of 0.40 nm^2 can therefore admit more metal than
three retained ligands of 0.16 nm^2, if retained ligands set the limit.
Ligands are hard discs; three retained ligands form a touching triangle.
Random sequential adsorption is simulated in a periodic square box.
Dose means attempted adsorptions per nm^2. Lengths are in nm.
"""
import numpy as np
from scipy.spatial import cKDTree
from scipy.spatial.distance import pdist

BOX = 24.0
BOX_AREA = BOX**2
DOSES = 0.25 * 2.0**np.arange(12)       # 0.25 to 512 per nm^2
A_BULKY, A_SMALL = 0.40, 0.16
FILM_METAL_DENSITY = 28.0               # rough value, per nm^3


def disc_radius(area):
    return np.sqrt(area / np.pi)


R_BULKY, R_SMALL = disc_radius(A_BULKY), disc_radius(A_SMALL)
REACH = R_BULKY                         # metal-to-hydroxyl lateral reach
BULKY, TRIPLE = (1, R_BULKY), (3, R_SMALL)


def lobe_centres(centres, angles, shape):
    """Disc centres of a single disc or a triangle of touching discs."""
    count, radius = shape
    if count == 1:
        return centres[:, None, :]
    phi = angles[:, None] + 2 * np.pi * np.arange(3) / 3
    ring = 2 * radius / np.sqrt(3)
    offsets = ring * np.stack((np.cos(phi), np.sin(phi)), axis=-1)
    return (centres[:, None, :] + offsets) % BOX


def squared_distances(first, second):
    delta = first[:, None, :] - second[None, :, :]
    delta -= BOX * np.round(delta / BOX)
    return np.sum(delta**2, axis=-1)


def deposit(seed, kept, arriving=None, hydroxyls=None, bonds=0, last=512.0):
    """Return metal density at each dose and the retained disc centres."""
    rng = np.random.default_rng(seed)
    count, radius = kept
    probes = [(kept, 2 * radius)]
    if arriving is not None:
        probes.append((arriving, arriving[1] + radius))
    placed = np.empty((0, 2))
    free = None if hydroxyls is None else hydroxyls.copy()
    attempts_done, history = 0, []
    for dose in DOSES[DOSES <= last]:
        attempts = int(round(dose * BOX_AREA)) - attempts_done
        attempts_done += attempts
        centres = rng.random((attempts, 2)) * BOX
        angles = rng.random(attempts) * 2 * np.pi
        trials = [lobe_centres(centres, angles, p[0]) for p in probes]
        alive = np.arange(attempts)
        if len(placed):
            tree = cKDTree(placed, boxsize=BOX)
            for points, (_, gap) in zip(trials, probes):
                for lobe in range(points.shape[1]):
                    if len(alive):
                        distance = tree.query(points[alive, lobe],
                                              distance_upper_bound=gap)[0]
                        alive = alive[np.isinf(distance)]
        if free is not None and len(alive):
            if len(free) < bonds:
                alive = alive[:0]
            else:
                distance = cKDTree(free, boxsize=BOX).query(
                    centres[alive], k=[bonds], distance_upper_bound=REACH)[0]
                alive = alive[np.isfinite(distance[:, 0])]
        fresh, used = np.empty((len(alive) * count, 2)), 0
        # Survivors are resolved in order of arrival, so batching is exact.
        for k in alive:
            if used and any(
                    squared_distances(points[k], fresh[:used]).min() < gap**2
                    for points, (_, gap) in zip(trials, probes)):
                continue
            if free is not None:
                d2 = squared_distances(centres[k:k + 1], free)[0]
                near = np.flatnonzero(d2 < REACH**2)
                if len(near) < bonds:
                    continue
                chosen = near[np.argsort(d2[near])[:bonds]]
                free = np.delete(free, chosen, axis=0)
            fresh[used:used + count] = trials[0][k]
            used += count
        placed = np.concatenate((placed, fresh[:used]))
        history.append(len(placed) / count / BOX_AREA)
    return np.array(history), placed


def jammed_density(history, power):
    """Extrapolate to infinite dose, with deficit proportional to dose^-power."""
    late = DOSES >= 32
    return np.polyfit(DOSES[late]**(-power), history[late], 1)[1]


# Ordered packing: build lattices and divide one into touching triples.
def ordered_density(area, ligands):
    side, diameter = 12, 2 * disc_radius(area)
    i, j = np.meshgrid(np.arange(side), np.arange(side), indexing="ij")
    sites = diameter * np.column_stack(
        ((i + j / 2).ravel(), (np.sqrt(3) * j / 2).ravel()))
    assert pdist(sites).min() > diameter * (1 - 1e-10)
    metals = side**2
    if ligands == 3:
        cover = np.zeros((side, side), int)
        anchors = np.argwhere((i + 2 * j) % 3 == 0)
        for p, q in anchors:
            for dp, dq in ((0, 0), (1, 0), (0, 1)):
                cover[(p + dp) % side, (q + dq) % side] += 1
        assert np.all(cover == 1)
        metals = len(anchors)
    return metals / (side**2 * diameter**2 * np.sqrt(3) / 2)


ordered_bulky = ordered_density(A_BULKY, 1)
ordered_triple = ordered_density(A_SMALL, 3)
theta_ordered = np.pi / np.sqrt(12)
assert abs(ordered_bulky - theta_ordered / A_BULKY) < 1e-10
assert abs(ordered_triple - theta_ordered / (3 * A_SMALL)) < 1e-10

# Accessible area at low coverage: random probes against the series.
measured, predicted, coverages = [], [], []
for seed in range(6):
    history, discs = deposit(seed, BULKY, last=0.25)
    theta = history[-1] * A_BULKY
    points = np.random.default_rng(900 + seed).random((60000, 2)) * BOX
    distance = cKDTree(discs, boxsize=BOX).query(points)[0]
    measured.append(np.mean(distance >= 2 * R_BULKY))
    predicted.append(1 - 4 * theta + 6 * np.sqrt(3) / np.pi * theta**2
                     + (40 / (np.sqrt(3) * np.pi)
                        - 176 / (3 * np.pi**2)) * theta**3)
    coverages.append(theta)
assert abs(np.mean(measured) - np.mean(predicted)) < 0.01

# Random packing of the two retained layers.
bulky_runs, triple_runs = [], []
for seed in range(4):
    history, discs = deposit(100 + seed, BULKY)
    assert len(cKDTree(discs, boxsize=BOX).query_pairs(
        2 * R_BULKY * (1 - 1e-9))) == 0
    bulky_runs.append(history)
    history, discs = deposit(200 + seed, TRIPLE)
    assert len(cKDTree(discs, boxsize=BOX).query_pairs(
        2 * R_SMALL * (1 - 1e-9))) == 0
    triple_runs.append(history)
bulky_runs, triple_runs = np.array(bulky_runs), np.array(triple_runs)
bulky_limits = np.array([jammed_density(h, 1 / 2) for h in bulky_runs])
triple_limits = np.array([jammed_density(h, 1 / 3) for h in triple_runs])
triple_low = np.mean([jammed_density(h, 1 / 2) for h in triple_runs])
n_bulky, n_triple = bulky_limits.mean(), triple_limits.mean()
se_bulky = bulky_limits.std(ddof=1) / 2
se_triple = triple_limits.std(ddof=1) / 2
theta_bulky, theta_triple = n_bulky * A_BULKY, n_triple * 3 * A_SMALL
assert bulky_limits.min() > triple_limits.max()
assert bulky_runs[:, -1].min() > triple_runs[:, -1].max()
assert 3 * n_triple > n_bulky           # more ligands, yet less metal

# Late disc filling: earlier doses must predict the final dose.
mean_history = bulky_runs.mean(axis=0)
early = (DOSES >= 16) & (DOSES <= 128)
slope, intercept = np.polyfit(DOSES[early]**-0.5, mean_history[early], 1)
forecast = intercept + slope * DOSES[-1]**-0.5
assert abs(forecast - mean_history[-1]) < 0.02

# A still larger ligand must lose, and must follow the same area law.
A_TOO_LARGE = 0.60
large_history, _ = deposit(300, (1, disc_radius(A_TOO_LARGE)))
n_too_large = jammed_density(large_history, 1 / 2)
assert n_too_large < n_triple
assert abs(n_too_large * A_TOO_LARGE - theta_bulky) < 0.025
break_even_area = theta_bulky / n_triple

# Neglected effects, all compared at one finite dose.
COMMON_DOSE = 128.0
common = int(np.flatnonzero(DOSES == COMMON_DOSE)[0])
free_bulky = bulky_runs[:, common].mean()
free_triple = triple_runs[:, common].mean()


def mean_uptake(first_seed, kept, **options):
    return np.mean([deposit(first_seed + s, kept, last=COMMON_DOSE,
                            **options)[0][-1] for s in range(2)])


mixed_arrival = mean_uptake(400, BULKY, arriving=TRIPLE)
four_bulky_arrival = mean_uptake(500, BULKY, arriving=(3, R_BULKY))
assert four_bulky_arrival < mixed_arrival < free_bulky
assert four_bulky_arrival < free_triple

HYDROXYL_SPACING = 0.25
_, hydroxyl_pool = deposit(600, (1, HYDROXYL_SPACING / 2), last=COMMON_DOSE)
site_results = []
for density in (3.0, 6.0, 8.0):
    number = int(round(density * BOX_AREA))
    assert len(hydroxyl_pool) >= number
    sites = hydroxyl_pool[:number]
    site_results.append((
        density,
        mean_uptake(700, BULKY, hydroxyls=sites, bonds=3),
        mean_uptake(800, TRIPLE, hydroxyls=sites, bonds=1)))
assert site_results[0][1] < site_results[0][2]   # scarce sites reverse order
assert site_results[0][1] < site_results[1][1] < site_results[2][1]


def show(label, value, unit="", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print("INPUTS")
show("Bulky ligand footprint", A_BULKY, "nm^2", 2)
show("Small ligand footprint", A_SMALL, "nm^2", 2)
show("Retained area per metal, three small", 3 * A_SMALL, "nm^2", 2)
show("Bulky disc radius", R_BULKY, "nm")
show("Small disc radius", R_SMALL, "nm")
show("Film metal density, rough", FILM_METAL_DENSITY, "nm^-3", 0)
show("Simulation box side", BOX, "nm", 0)
print("ORDERED PACKING")
show("Covered fraction, both", theta_ordered, "", 4)
show("Metal, one bulky", ordered_bulky, "nm^-2")
show("Metal, three small", ordered_triple, "nm^-2")
show("Metal ratio bulky/small", ordered_bulky / ordered_triple)
show("Break-even small ligands retained", A_BULKY / A_SMALL, "", 2)
print("RANDOM PACKING, INFINITE DOSE")
show("Metal, one bulky", n_bulky, "nm^-2")
show("  standard error", se_bulky, "nm^-2")
show("Metal, three small, exponent 1/3", n_triple, "nm^-2")
show("  standard error", se_triple, "nm^-2")
show("Metal, three small, exponent 1/2", triple_low, "nm^-2")
show("Covered fraction, one bulky", theta_bulky)
show("Covered fraction, three small", theta_triple)
show("Metal ratio bulky/small", n_bulky / n_triple)
show("Small-ligand density", 3 * n_triple, "nm^-2")
show("Growth per cycle, bulky", n_bulky / FILM_METAL_DENSITY, "nm", 4)
show("Growth per cycle, small", n_triple / FILM_METAL_DENSITY, "nm", 4)
show("Break-even bulky footprint", break_even_area, "nm^2")
show("Metal, one ligand of 0.60 nm^2", n_too_large, "nm^-2")
show("Hydroxyls used, one bulky", 3 * n_bulky, "nm^-2", 2)
show("Hydroxyls for bulky to match small", 3 * n_triple, "nm^-2", 2)
print("CHECKS OF RANDOM PACKING")
show("Low coverage", np.mean(coverages), "", 4)
show("Accessible fraction, simulated", np.mean(measured), "", 4)
show("Accessible fraction, series", np.mean(predicted), "", 4)
show("Bulky metal at dose 512, forecast", forecast, "nm^-2")
show("Bulky metal at dose 512, simulated", mean_history[-1], "nm^-2")
print("NEGLECTED EFFECTS, DOSE 128 ATTEMPTS PER nm^2")
show("No extra limit, one bulky", free_bulky, "nm^-2")
show("No extra limit, three small", free_triple, "nm^-2")
show("Arrival with 1 bulky + 3 small", mixed_arrival, "nm^-2")
show("Arrival with 4 bulky", four_bulky_arrival, "nm^-2")
show("Minimum hydroxyl spacing", HYDROXYL_SPACING, "nm", 2)
show("Lateral bonding reach", REACH, "nm")
for density, bulky_value, triple_value in site_results:
    print(f"Hydroxyls {density:.0f} nm^-2: metal bulky {bulky_value:.3f}, "
          f"small {triple_value:.3f} nm^-2")
print("finished without a failed check")
```

Running it gives:

```
INPUTS
Bulky ligand footprint: 0.40 nm^2
Small ligand footprint: 0.16 nm^2
Retained area per metal, three small: 0.48 nm^2
Bulky disc radius: 0.357 nm
Small disc radius: 0.226 nm
Film metal density, rough: 28 nm^-3
Simulation box side: 24 nm
ORDERED PACKING
Covered fraction, both: 0.9069
Metal, one bulky: 2.267 nm^-2
Metal, three small: 1.889 nm^-2
Metal ratio bulky/small: 1.200
Break-even small ligands retained: 2.50
RANDOM PACKING, INFINITE DOSE
Metal, one bulky: 1.363 nm^-2
  standard error: 0.007 nm^-2
Metal, three small, exponent 1/3: 1.081 nm^-2
  standard error: 0.008 nm^-2
Metal, three small, exponent 1/2: 1.041 nm^-2
Covered fraction, one bulky: 0.545
Covered fraction, three small: 0.519
Metal ratio bulky/small: 1.260
Small-ligand density: 3.244 nm^-2
Growth per cycle, bulky: 0.0487 nm
Growth per cycle, small: 0.0386 nm
Break-even bulky footprint: 0.504 nm^2
Metal, one ligand of 0.60 nm^2: 0.927 nm^-2
Hydroxyls used, one bulky: 4.09 nm^-2
Hydroxyls for bulky to match small: 3.24 nm^-2
CHECKS OF RANDOM PACKING
Low coverage: 0.0823
Accessible fraction, simulated: 0.6945
Accessible fraction, series: 0.6941
Bulky metal at dose 512, forecast: 1.319 nm^-2
Bulky metal at dose 512, simulated: 1.322 nm^-2
NEGLECTED EFFECTS, DOSE 128 ATTEMPTS PER nm^2
No extra limit, one bulky: 1.283 nm^-2
No extra limit, three small: 0.963 nm^-2
Arrival with 1 bulky + 3 small: 1.116 nm^-2
Arrival with 4 bulky: 0.688 nm^-2
Minimum hydroxyl spacing: 0.25 nm
Lateral bonding reach: 0.357 nm
Hydroxyls 3 nm^-2: metal bulky 0.536, small 0.928 nm^-2
Hydroxyls 6 nm^-2: metal bulky 1.150, small 0.947 nm^-2
Hydroxyls 8 nm^-2: metal bulky 1.253, small 0.947 nm^-2
finished without a failed check
```
